# Sampling an ellipsoidal silicon valley with uniform Herring–Vogt directions: a program that tests the result

```python
# Result under test: for an ellipsoidal valley
#   gamma(E) = E(1 + alpha E) = h2m * (kx^2/mt + ky^2/mt + kz^2/ml),
# uniform directions of the scaled vector w_i = k_i/sqrt(m_i) sample the
# constant-energy shell with the density-of-states measure dS/|grad_k E|.
# Symbols: h2m = hbar^2/(2 m0) in eV nm^2; ml, mt = longitudinal and transverse
# masses in units of m0; alpha = nonparabolicity in 1/eV; k, w in 1/nm;
# k is measured from the valley minimum; z is the valley axis.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import chisquare

rng = np.random.default_rng(12345)
hbar_eVs = const.hbar / const.e
h2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18

# Rough typical silicon values and the chosen example
ml, mt, alpha = 0.92, 0.19, 0.5
E0 = 0.050            # eV
rate = 1.0e13         # scattering rate, 1/s
temperature = 300.0   # K
mass = np.array([mt, mt, ml])
gamma0 = E0 * (1 + alpha * E0)
w0 = np.sqrt(gamma0 / h2m)


def energy(k):
    g = h2m * np.sum(k**2 / mass, axis=-1)
    return 2 * g / (1 + np.sqrt(1 + 4 * alpha * g))


def gradient(func, k, step=1e-5):
    parts = []
    for axis in range(3):
        d = np.zeros(3)
        d[axis] = step
        parts.append((func(k + d) - func(k - d)) / (2 * step))
    return np.stack(parts, axis=-1)


def unit_vector(mu, phi):
    s = np.sqrt(1 - mu**2)
    return np.stack([s * np.cos(phi), s * np.sin(phi), mu + 0 * phi], axis=-1)


def k_from_w_direction(mu, phi):
    return np.sqrt(mass) * w0 * unit_vector(mu, phi)


def k_from_k_direction(mu, phi):
    n = unit_vector(mu, phi)
    radius = np.sqrt(gamma0 / (h2m * np.sum(n**2 / mass, axis=-1)))
    return radius[..., None] * n


def dos_measure(E):
    """Derived integral of delta(E(k)-E) d^3k over one valley, 1/(eV nm^3)."""
    w = np.sqrt(E * (1 + alpha * E) / h2m)
    return 4 * np.pi * np.sqrt(ml) * mt * w * (1 + 2 * alpha * E) / (2 * h2m)


# --- Surface geometry from the definition, in polar angles of k itself
def surface_point(theta, phi):
    n = np.stack([np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
                  np.cos(theta)], axis=-1)
    radius = np.sqrt(gamma0 / (h2m * np.sum(n**2 / mass, axis=-1)))
    return radius[..., None] * n


def surface_element(theta):
    """Area per d(theta)d(phi) and |grad E|, from numerical derivatives."""
    phi = 0.3 + 0 * theta
    d = 1e-5
    t1 = (surface_point(theta + d, phi) - surface_point(theta - d, phi)) / (2 * d)
    t2 = (surface_point(theta, phi + d) - surface_point(theta, phi - d)) / (2 * d)
    area = np.linalg.norm(np.cross(t1, t2), axis=-1)
    slope = np.linalg.norm(gradient(energy, surface_point(theta, phi)), axis=-1)
    return area, slope


gl_x, gl_w = np.polynomial.legendre.leggauss(100)


def cap_measure(theta_end):
    theta = 0.5 * theta_end * (gl_x + 1)
    area, slope = surface_element(theta)
    return 2 * np.pi * 0.5 * theta_end * np.sum(gl_w * area / slope)


total = cap_measure(np.pi)
assert abs(total / dos_measure(E0) - 1) < 1e-6
cap_cosines = np.array([0.95, 0.7, 0.3, 0.0, -0.5])
cap_fractions = []
for c in cap_cosines:
    th = np.arccos(c)
    w_edge = surface_point(np.array(th), np.array(0.3)) / np.sqrt(mass)
    mu_edge = w_edge[2] / np.linalg.norm(w_edge)
    fraction = cap_measure(th) / total
    cap_fractions.append(fraction)
    assert abs(fraction - (1 - mu_edge) / 2) < 1e-6

# Density per k solid angle, tip against equator
angles = np.array([1e-3, np.pi / 2])
area, slope = surface_element(angles)
per_solid_angle = area / slope / np.sin(angles)
tip_ratio = per_solid_angle[0] / per_solid_angle[1]
assert abs(tip_ratio / (ml / mt)**1.5 - 1) < 1e-4
slope_ratio = slope[1] / slope[0]

# --- Thin-shell count of points uniform in k-space
E_lo, E_hi = 0.048, 0.052
k_box = np.sqrt(mass * E_hi * (1 + alpha * E_hi) / h2m)
n_points = 3_000_000
pts = rng.uniform(-1, 1, (n_points, 3)) * k_box
e_pts = energy(pts)
shell = pts[(e_pts > E_lo) & (e_pts < E_hi)]
counted = len(shell) / n_points * np.prod(2 * k_box) / (E_hi - E_lo)
assert abs(counted / dos_measure(E0) - 1) < 0.012   # about five standard errors


def uniformity_p(vectors):
    mu = vectors[:, 2] / np.linalg.norm(vectors, axis=1)
    phi = np.arctan2(vectors[:, 1], vectors[:, 0])
    hist, _, _ = np.histogram2d(mu, phi, bins=(10, 8),
                                range=((-1, 1), (-np.pi, np.pi)))
    return chisquare(hist.ravel()).pvalue


p_w = uniformity_p(shell / np.sqrt(mass))
p_k = uniformity_p(shell)
assert p_w > 1e-4
assert p_k < 1e-10
n_shell = len(shell)
del pts, e_pts, shell

# --- The sampling recipe against the surface integral
n_draw = 400_000
draws = k_from_w_direction(1 - 2 * rng.random(n_draw),
                           2 * np.pi * rng.random(n_draw))
assert np.max(np.abs(energy(draws) - E0)) < 1e-12
cos_k = draws[:, 2] / np.linalg.norm(draws, axis=1)
cap_errors = [abs(np.mean(cos_k > c) - f)
              for c, f in zip(cap_cosines, cap_fractions)]
assert max(cap_errors) < 0.004                      # five standard errors

# --- Longitudinal share of gamma for three samplers, by surface quadrature
theta = 0.5 * np.pi * (gl_x + 1)
area, slope = surface_element(theta)
share = h2m * surface_point(theta, 0 * theta)[:, 2]**2 / ml / gamma0


def surface_average(weight):
    return np.sum(gl_w * weight * share) / np.sum(gl_w * weight)


x_dos = surface_average(area / slope)
x_area = surface_average(area)
x_kdir = surface_average(np.sin(theta))
R = ml / mt
s = np.sqrt(1 - 1 / R)
assert abs(x_dos - 1 / 3) < 1e-6
assert abs(x_kdir - (np.arctanh(s) / s - 1) / (R - 1)) < 1e-6
g_w = np.sqrt(gl_x**2 / ml + (1 - gl_x**2) / mt)
assert abs(x_area - np.sum(gl_w * gl_x**2 * g_w) / np.sum(gl_w * g_w)) < 1e-6

# --- Velocities and diffusion
v_fd = gradient(energy, draws[:1000]) / hbar_eVs
v_formula = 2 * h2m * draws[:1000] / mass / (1 + 2 * alpha * E0) / hbar_eVs
assert np.max(np.abs(v_fd - v_formula)) < 1e-6 * np.max(np.abs(v_formula))
v2_l, v2_t = (4 * h2m * gamma0 / (3 * m * hbar_eVs**2 * (1 + 2 * alpha * E0)**2)
              for m in (ml, mt))
D_right = np.array([v2_l, v2_t]) / rate * 1e-14      # cm^2/s
D_wrong = D_right * np.array([3 * x_kdir, 1.5 * (1 - x_kdir)])


def simulated_diffusion(sampler):
    """Mean square displacement of free flights up to a fixed time."""
    shape = (20_000, 110)
    t_end = 50 / rate
    flight = rng.exponential(1 / rate, shape)
    start = np.cumsum(flight, axis=1) - flight
    flight = np.clip(t_end - start, 0, flight)
    assert np.allclose(flight.sum(axis=1), t_end, rtol=1e-9, atol=0)
    k = sampler(rng.uniform(-1, 1, shape), 2 * np.pi * rng.random(shape))
    scale = 2 * h2m / mass / (1 + 2 * alpha * E0) / hbar_eVs
    x = np.einsum('pf,pfi->pi', flight, k) * scale
    d = np.mean(x**2, axis=0) / (2 * t_end) * 1e-14
    return np.array([d[2], 0.5 * (d[0] + d[1])])


# Finite observation time lowers the mean square displacement by this factor
finite_time = 1 - (1 - np.exp(-50.0)) / 50.0
D_sim_right = simulated_diffusion(k_from_w_direction) / finite_time
D_sim_wrong = simulated_diffusion(k_from_k_direction) / finite_time
assert np.all(np.abs(D_sim_right / D_right - 1) < 0.05)  # statistical error 1%
assert np.all(np.abs(D_sim_wrong / D_wrong - 1) < 0.05)
six_right = (D_right[0] + 2 * D_right[1]) / 3
six_wrong = (D_wrong[0] + 2 * D_wrong[1]) / 3

# --- One complete draw
r1, r2 = 0.2, 0.125
k_one = k_from_w_direction(np.array(1 - 2 * r1), np.array(2 * np.pi * r2))
cos_one = k_one[2] / np.linalg.norm(k_one)

# --- Neglected warping: two-band k.p model about the X point
lattice = 0.543                                      # nm, rough
k_X = 0.15 * 2 * np.pi / lattice                     # minimum to X
inv_M = 1 / mt - 1                                   # rough coupling
E_X = h2m * k_X**2 / ml


def two_band(k):
    p = k_X + k[..., 2]
    diagonal = h2m * (p**2 / ml + (k[..., 0]**2 + k[..., 1]**2) / mt)
    split = np.hypot(2 * h2m * k_X * p / ml,
                     2 * h2m * inv_M * k[..., 0] * k[..., 1])
    return diagonal - split + E_X


n_phi = 160
phi_grid = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
MU, PHI = np.meshgrid(gl_x, phi_grid, indexing='ij')
sphere_w = np.repeat(gl_w[:, None], n_phi, axis=1) / (2 * n_phi)
direction = np.sqrt(mass) * unit_vector(MU, PHI)     # k per unit w
small = 0.01
assert np.max(np.abs(two_band(small * direction) / (h2m * small**2) - 1)) < 1e-3
lo = np.full(MU.shape, 0.9 * w0)
hi = np.full(MU.shape, 1.4 * w0)
assert np.all(two_band(lo[..., None] * direction) < E0)
assert np.all(two_band(hi[..., None] * direction) > E0)
for _ in range(50):
    mid = 0.5 * (lo + hi)
    below = two_band(mid[..., None] * direction) < E0
    lo = np.where(below, mid, lo)
    hi = np.where(below, hi, mid)
k_warp = lo[..., None] * direction
grad_warp = gradient(two_band, k_warp)
radial = np.sum(grad_warp * direction, axis=-1)
assert np.all(radial > 0)
weight = lo**2 / radial
mean_weight = np.sum(sphere_w * weight)
dos_ratio = mean_weight / (w0 * (1 + 2 * alpha * E0) / (2 * h2m))
v2_warp = np.sum((sphere_w * weight)[..., None] * (grad_warp / hbar_eVs)**2,
                 axis=(0, 1)) / mean_weight

# --- Neglected anisotropy of acoustic deformation-potential scattering
Xi_d, Xi_u = 1.0, 9.0                                # eV, rough
sound_l, sound_t = 9.0, 5.4                          # km/s, rough
k_final = k_from_w_direction(MU, PHI)


def acoustic_event(k_start):
    q = k_final - k_start
    c2 = q[..., 2]**2 / np.sum(q**2, axis=-1)
    m2 = ((Xi_d + Xi_u * c2)**2 / sound_l**2
          + Xi_u**2 * c2 * (1 - c2) / sound_t**2)
    norm = np.sum(sphere_w * m2)
    return norm, np.sum(sphere_w * m2 * MU**2) / norm


rate_tip, share_tip = acoustic_event(np.sqrt(mass) * w0 * np.array([0, 0, 1.0]))
rate_eq, share_eq = acoustic_event(np.sqrt(mass) * w0 * np.array([1.0, 0, 0]))

# --- Temperature, occupation and broadening
kT = const.k * temperature / const.e
spin_dos = 2 * dos_measure(E0) / (2 * np.pi)**3


def thermal(E):
    return 2 * dos_measure(E) / (2 * np.pi)**3 * np.exp(-E / kT)


all_states = quad(thermal, 0, 40 * kT)[0]
above_X = quad(thermal, E_X, 40 * kT)[0] / all_states
density_cm3 = 1e17
occupation = density_cm3 * 1e-21 / (6 * all_states) * np.exp(-E0 / kT)
broadening = hbar_eVs * rate

print(f"masses ml, mt (m0): {ml}, {mt}; alpha (1/eV): {alpha}")
print(f"energy E: {E0*1e3:.1f} meV; gamma: {gamma0*1e3:.2f} meV")
print(f"hbar^2/2m0: {h2m:.5f} eV nm^2")
print(f"radius of w sphere: {w0:.4f} 1/nm")
print(f"k semi-axes, long. and transv.: {w0*ml**.5:.4f}, {w0*mt**.5:.4f} 1/nm")
print(f"shell measure, formula: {dos_measure(E0):.4f} 1/(eV nm^3)")
print(f"shell measure, surface integral: {total:.4f} 1/(eV nm^3)")
print(f"shell measure, point count: {counted:.4f} 1/(eV nm^3)")
print(f"DOS per valley with spin: {spin_dos:.5f} 1/(eV nm^3)")
print(f"points counted in thin shell: {n_shell}")
print(f"uniformity p-value, w directions: {p_w:.3f}")
print(f"uniformity p-value, k directions: {p_k:.1e}")
print(f"largest cap-fraction error of recipe: {max(cap_errors):.5f}")
print(f"density per k solid angle, tip/equator: {tip_ratio:.3f}")
print(f"|grad E|, equator/tip: {slope_ratio:.3f}")
print(f"one draw r1, r2: {r1}, {r2}")
print(f"  cos(theta_w), phi_w: {1-2*r1:.3f}, {360*r2:.1f} deg")
print(f"  kx, ky, kz: {k_one[0]:.4f}, {k_one[1]:.4f}, {k_one[2]:.4f} 1/nm")
print(f"  cos(theta_k): {cos_one:.4f}; energy: {energy(k_one)*1e3:.4f} meV")
print(f"longitudinal share, DOS weighting: {x_dos:.4f}")
print(f"longitudinal share, equal area: {x_area:.4f}")
print(f"longitudinal share, uniform k directions: {x_kdir:.4f}")
print(f"rms v, long. and transv.: {v2_l**.5*1e-7:.3e}, {v2_t**.5*1e-7:.3e} cm/s")
print(f"scattering rate: {rate:.1e} 1/s")
print(f"D long., transv., correct: {D_right[0]:.2f}, {D_right[1]:.2f} cm2/s")
print(f"  simulated: {D_sim_right[0]:.2f}, {D_sim_right[1]:.2f} cm2/s")
print(f"D long., transv., k directions: {D_wrong[0]:.2f}, {D_wrong[1]:.2f} cm2/s")
print(f"  simulated: {D_sim_wrong[0]:.2f}, {D_sim_wrong[1]:.2f} cm2/s")
print(f"six-valley D, correct and wrong: {six_right:.2f}, {six_wrong:.2f} cm2/s")
print(f"six-valley error of k directions: {100*(six_wrong/six_right-1):.1f} %")
print(f"lattice constant: {lattice} nm; minimum to X: {k_X:.3f} 1/nm")
print(f"two-band energy at X: {E_X*1e3:.1f} meV")
print(f"two-band weight/mean, min and max: "
      f"{weight.min()/mean_weight:.3f}, {weight.max()/mean_weight:.3f}")
print(f"two-band DOS / ellipsoidal DOS: {dos_ratio:.4f}")
print(f"two-band <v^2>/ellipsoidal, long.: {v2_warp[2]/v2_l:.4f}")
print(f"two-band <v^2>/ellipsoidal, transv.: {v2_warp[0]/v2_t:.4f}")
print(f"acoustic Xi_d, Xi_u: {Xi_d}, {Xi_u} eV")
print(f"sound speeds, long. and transv.: {sound_l}, {sound_t} km/s")
print(f"acoustic final share, start at tip: {share_tip:.3f}")
print(f"acoustic final share, start at equator: {share_eq:.3f}")
print(f"acoustic rate, tip/equator: {rate_tip/rate_eq:.2f}")
print(f"temperature: {temperature:.0f} K; kT: {kT*1e3:.2f} meV")
print(f"thermal fraction above X energy: {100*above_X:.2f} %")
print(f"occupation at E for {density_cm3:.0e} cm^-3: {occupation:.2e}")
print(f"collision broadening hbar*rate: {broadening*1e3:.2f} meV")
print("every check passed")
```

It prints:

```
masses ml, mt (m0): 0.92, 0.19; alpha (1/eV): 0.5
energy E: 50.0 meV; gamma: 51.25 meV
hbar^2/2m0: 0.03810 eV nm^2
radius of w sphere: 1.1598 1/nm
k semi-axes, long. and transv.: 1.1124, 0.5055 1/nm
shell measure, formula: 36.5998 1/(eV nm^3)
shell measure, surface integral: 36.5998 1/(eV nm^3)
shell measure, point count: 36.6297 1/(eV nm^3)
DOS per valley with spin: 0.29510 1/(eV nm^3)
points counted in thin shell: 181943
uniformity p-value, w directions: 0.142
uniformity p-value, k directions: 0.0e+00
largest cap-fraction error of recipe: 0.00060
density per k solid angle, tip/equator: 10.655
|grad E|, equator/tip: 2.200
one draw r1, r2: 0.2, 0.125
  cos(theta_w), phi_w: 0.600, 45.0 deg
  kx, ky, kz: 0.2860, 0.2860, 0.6675 1/nm
  cos(theta_k): 0.8552; energy: 50.0000 meV
longitudinal share, DOS weighting: 0.3333
longitudinal share, equal area: 0.2800
longitudinal share, uniform k directions: 0.1563
rms v, long. and transv.: 7.697e+06, 1.694e+07 cm/s
scattering rate: 1.0e+13 1/s
D long., transv., correct: 5.92, 28.69 cm2/s
  simulated: 6.02, 28.77 cm2/s
D long., transv., k directions: 2.78, 36.31 cm2/s
  simulated: 2.76, 36.57 cm2/s
six-valley D, correct and wrong: 21.10, 25.13 cm2/s
six-valley error of k directions: 19.1 %
lattice constant: 0.543 nm; minimum to X: 1.736 1/nm
two-band energy at X: 124.8 meV
two-band weight/mean, min and max: 0.948, 1.164
two-band DOS / ellipsoidal DOS: 0.9926
two-band <v^2>/ellipsoidal, long.: 1.0459
two-band <v^2>/ellipsoidal, transv.: 0.9902
acoustic Xi_d, Xi_u: 1.0, 9.0 eV
sound speeds, long. and transv.: 9.0, 5.4 km/s
acoustic final share, start at tip: 0.294
acoustic final share, start at equator: 0.448
acoustic rate, tip/equator: 1.35
temperature: 300 K; kT: 25.85 meV
thermal fraction above X energy: 2.48 %
occupation at E for 1e+17 cm^-3: 5.02e-04
collision broadening hbar*rate: 6.58 meV
every check passed
```
